# When eddy currents out-absorb the electric dipole in a small conducting sphere: test program

```python
"""
Result under test: for a small sphere of constant conductivity sigma in vacuum,
eddy-current (magnetic dipole) absorption exceeds electric dipole absorption
above the radius R_c = sqrt(90) / (Z0 sigma), if s = sigma/(eps0 omega) >> 90.
Symbols: R radius, k = omega/c, eps = 1 + i s relative permittivity,
u = (k R)^2 s skin-effect parameter, tau Drude time, d centre distance.
Independent road: exact Mie coefficients in high-precision arithmetic.
Lengths are in nm and photon energies in eV unless a name says otherwise.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq

mp.mp.dps = 40
HBAR_EV = const.hbar / const.e
HBARC = HBAR_EV * const.c * 1e9
Z0 = np.sqrt(const.mu_0 / const.epsilon_0)
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE = const.physical_constants["Hartree energy in eV"][0]
C_AU = 1 / const.fine_structure
SIGMA_AU = const.e**2 / (const.hbar * BOHR * 1e-9)


def loss_ratio(sigma, energy):
    return sigma * HBAR_EV / (const.epsilon_0 * energy)


def threshold(sigma):
    return np.sqrt(90) / (Z0 * sigma) * 1e9


def riccati(order, z, outgoing):
    """Riccati-Bessel function and its derivative, order 1 or 2."""
    if outgoing:
        wave = mp.exp(1j * z)
        f = [-1j * wave, -wave * (1 + 1j / z)]
    else:
        f = [mp.sin(z), mp.sin(z) / z - mp.cos(z)]
    f.append(3 * f[1] / z - f[0])
    return f[order], f[order - 1] - order * f[order] / z


def mie_absorption(radius, energy, eps, order=1, host=1.0):
    """Exact electric and magnetic multipole absorption, nm^2."""
    k = mp.sqrt(host) * energy / HBARC
    x = k * radius
    m = mp.sqrt(mp.mpmathify(eps) / host)
    p, dp = riccati(order, x, False)
    q, dq = riccati(order, m * x, False)
    h, dh = riccati(order, x, True)
    a = (m * q * dp - p * dq) / (m * q * dh - h * dq)
    b = (q * dp - m * p * dq) / (q * dh - m * h * dq)
    pre = 2 * mp.pi * (2 * order + 1) / k**2
    return tuple(float(pre * (mp.re(t) - abs(t)**2)) for t in (a, b))


def small_sphere_absorption(radius, energy, sigma):
    """Dissipated powers over intensity in atomic units, then nm^2."""
    r, w, sig = radius / BOHR, energy / HARTREE, sigma / SIGMA_AU
    s = 4 * np.pi * sig / w
    power_e = 6 * np.pi * sig * r**3 / (9 + s**2)
    power_m = np.pi * sig * w**2 * r**5 / (15 * C_AU**2)
    intensity = C_AU / (8 * np.pi)
    return power_e / intensity * BOHR**2, power_m / intensity * BOHR**2


def mie_crossing(energy, eps, guess, host=1.0):
    def log_ratio(radius):
        e, m = mie_absorption(radius, energy, eps, host=host)
        return np.log(m / e)
    return brentq(log_ratio, 0.3 * guess, 3 * guess, xtol=1e-11, rtol=1e-13)


# Example inputs: rough values for a nichrome-like resistive alloy
resistivity = 100.0                       # micro-ohm cm
sigma = 1 / (resistivity * 1e-8)          # S/m
energy, temperature = 0.1, 300.0
tau, fermi_speed = 1e-15, 1e6             # s, m/s
s = loss_ratio(sigma, energy)
eps = 1 + 1j * s
rc = threshold(sigma)
rc_au = np.sqrt(90) * C_AU / (4 * np.pi * sigma / SIGMA_AU)
assert abs(rc_au * BOHR / rc - 1) < 1e-7

# Dipole powers against Mie, for a poor and for a good conductor
sigma_poor = 2 * const.epsilon_0 * energy / HBAR_EV
for sig, rad, tol in ((sigma_poor, 2.0, 1e-4), (sigma, rc, 2e-3)):
    exact = mie_absorption(rad, energy, 1 + 1j * loss_ratio(sig, energy))
    model = small_sphere_absorption(rad, energy, sig)
    assert np.allclose(model, exact, rtol=tol, atol=0)
    full_ratio = ((Z0 * sig * rad * 1e-9)**2 + 9 * (energy * rad / HBARC)**2) / 90
    assert abs(full_ratio / (exact[1] / exact[0]) - 1) < 2 * tol
c_e, c_m = small_sphere_absorption(rc, energy, sigma)

# Exact crossing: close to R_c, with a shift quadratic in frequency
energies = [0.05, 0.1, 0.3, 0.8]
shifts = [mie_crossing(w, 1 + 1j * loss_ratio(sigma, w), rc) / rc - 1
          for w in energies]
assert abs(shifts[1]) < 1e-3
assert abs(shifts[1] / shifts[0] - 4) < 0.2
for other in (3e5, 3e6):
    found = mie_crossing(0.01, 1 + 1j * loss_ratio(other, 0.01), threshold(other))
    assert abs(found / threshold(other) - 1) < 1e-3

# Thermal emission of the two dipoles at R_c, integrated over the spectrum
kt = const.k * temperature / const.e
t = np.linspace(0.05, 25, 151)
spectra = np.array([mie_absorption(rc, v * kt, 1 + 1j * loss_ratio(sigma, v * kt))
                    for v in t])
weight = t**3 / np.expm1(t)
thermal_ratio = simpson(weight * spectra[:, 1], x=t) / simpson(weight * spectra[:, 0], x=t)
assert abs(thermal_ratio - 1) < 0.01

# Host permittivity and Drude relaxation, tested where they matter
host = 2.0
s_low = loss_ratio(sigma, 0.01)
host_factor = mie_crossing(0.01, 1 + 1j * s_low, rc, host) / rc
assert abs(host_factor / np.sqrt(host) - 1) < 2e-3
drude_strong = mie_crossing(0.01, 1 + 1j * s_low / (1 - 1j), rc) / rc
assert abs(drude_strong / np.sqrt(2) - 1) < 6e-3
wt = energy * tau / HBAR_EV
drude_factor = np.sqrt(1 + wt**2)
drude_mie = mie_crossing(energy, 1 + 1j * s / (1 - 1j * wt), rc) / rc
bound_shift = mie_crossing(energy, 10 + 1j * s, rc) / rc - 1

# Surface scattering: sigma(R) = sigma / (1 + path/R), solved for the threshold
path = fermi_speed * tau * 1e9
r_surface = (rc + np.sqrt(rc**2 + 4 * rc * path)) / 2
r_numeric = brentq(lambda r: r - threshold(sigma / (1 + path / r)), rc, 3 * rc)
assert abs(r_surface / r_numeric - 1) < 1e-9
dipoles = mie_absorption(rc, energy, eps)
quadrupoles = mie_absorption(rc, energy, eps, order=2)
quad_share = sum(quadrupoles) / sum(dipoles)
skin = np.sqrt(2 * HBAR_EV / (const.mu_0 * sigma * energy)) * 1e9
heating = 1e-4 * 300

# Fields of an electric dipole from explicit curls, in units with k = 1
X = sp.symbols("x y z", real=True)
dist = sp.sqrt(sum(v**2 for v in X))
green = sp.exp(sp.I * dist) / dist


def curl(f):
    return [sp.diff(f[2], X[1]) - sp.diff(f[1], X[2]),
            sp.diff(f[0], X[2]) - sp.diff(f[2], X[0]),
            sp.diff(f[1], X[0]) - sp.diff(f[0], X[1])]


def field_ratio(q):
    return q**2 * (q**2 + 1) / (q**4 + q**2 + 3)


for scale in (0.2, 1.0, 3.0):
    point = dict(zip(X, (0.3 * scale, 0.4 * scale, 0.5 * scale)))
    e_sum = b_sum = 0.0
    for axis in range(3):
        potential = [green if j == axis else sp.Integer(0) for j in range(3)]
        b_field = curl(potential)
        e_field = curl(b_field)
        b_sum += sum(abs(complex(v.subs(point).evalf()))**2 for v in b_field)
        e_sum += sum(abs(complex(v.subs(point).evalf()))**2 for v in e_field)
    q_point = scale * np.sqrt(0.5)
    assert abs(b_sum / e_sum / field_ratio(q_point) - 1) < 1e-8

distance = 500.0
q = energy * distance / HBARC
mixed = field_ratio(q)

print(f"Vacuum impedance Z0: {Z0:.3f} ohm")
print(f"Resistivity (rough input): {resistivity:.0f} micro-ohm cm")
print(f"Conductivity: {sigma:.3e} S/m = {sigma/SIGMA_AU:.5f} a.u.")
print(f"Photon energy: {energy:.2f} eV; temperature {temperature:.0f} K")
print(f"Loss ratio s: {s:.1f}")
print(f"Threshold R_c: {rc:.3f} nm = {rc_au:.1f} bohr")
print(f"k R_c: {energy*rc/HBARC:.5f}; u = 90/s: {90/s:.4f}")
print(f"Skin depth: {skin:.1f} nm")
print(f"Small-sphere cross-sections at R_c: E {c_e:.4f}, M {c_m:.4f} nm^2")
print(f"Mie dipole cross-sections at R_c: E {dipoles[0]:.4f}, M {dipoles[1]:.4f} nm^2")
print("Radius (nm), M/E from (R/R_c)^2, M/E from Mie, two-sphere MM/EE (R/R_c)^4:")
for rad in (10.0, 25.0, 50.0):
    e_part, m_part = mie_absorption(rad, energy, eps)
    simple = (rad / rc)**2
    assert abs(simple / (m_part / e_part) - 1) < 0.01
    print(f"  {rad:.0f}  {simple:.4f}  {m_part/e_part:.4f}  {simple**2:.4f}")
print("Photon energy (eV), 90/s, shift of exact Mie crossing from R_c (%):")
for w, shift in zip(energies, shifts):
    print(f"  {w:.2f}  {90/loss_ratio(sigma, w):.4f}  {100*shift:.4f}")
print(f"Thermal emission ratio M/E at R_c: {thermal_ratio:.5f}")
print(f"Quadrupole/dipole absorption at R_c: {quad_share:.2e}")
print(f"Crossing shift with bound permittivity 10: {100*bound_shift:.4f} %")
print(f"Drude time (rough input): {tau*1e15:.1f} fs; omega tau {wt:.4f}")
print(f"Drude threshold factor: formula {drude_factor:.4f}, Mie {drude_mie:.4f}")
print(f"Fermi speed (rough input): {fermi_speed:.1e} m/s; mean free path {path:.2f} nm")
print(f"Threshold with surface scattering: {r_surface:.2f} nm")
print(f"Threshold rise for 300 K heating at rough 1e-4 per K: {100*heating:.1f} %")
print(f"Threshold factor in host of permittivity {host:.0f}: {host_factor:.4f} (Mie)")
print(f"Centre distance d: {distance:.0f} nm; k d {q:.4f}")
print(f"c^2 B^2/E^2 near electric dipole source: {mixed:.5f}")
print(f"Formal threshold factor for that source alone: {1/np.sqrt(mixed):.2f}")
print(f"Mixed-channel share, two spheres at R_c: {mixed/(1+mixed):.5f}")
print(f"Multiple-scattering scale 4(R_c/d)^6: {4*(rc/distance)**6:.2e}")
print(f"Finite-size parameter (R_c/d)^2: {(rc/distance)**2:.5f}")
copper_sigma, copper_path = 6e7, 40.0
print(f"Copper-like rough inputs: {copper_sigma:.0e} S/m, free path {copper_path:.0f} nm")
print(f"Copper-like bulk-formula R_c: {threshold(copper_sigma):.3f} nm")
assert threshold(copper_sigma) < 0.1 * copper_path
print("PASS")
```

Output:

```
Vacuum impedance Z0: 376.730 ohm
Resistivity (rough input): 100 micro-ohm cm
Conductivity: 1.000e+06 S/m = 0.21740 a.u.
Photon energy: 0.10 eV; temperature 300 K
Loss ratio s: 743.4
Threshold R_c: 25.182 nm = 475.9 bohr
k R_c: 0.01276; u = 90/s: 0.1211
Skin depth: 102.4 nm
Small-sphere cross-sections at R_c: E 0.4104, M 0.4104 nm^2
Mie dipole cross-sections at R_c: E 0.4105, M 0.4103 nm^2
Radius (nm), M/E from (R/R_c)^2, M/E from Mie, two-sphere MM/EE (R/R_c)^4:
  10  0.1577  0.1577  0.0249
  25  0.9856  0.9852  0.9714
  50  3.9424  3.9275  15.5424
Photon energy (eV), 90/s, shift of exact Mie crossing from R_c (%):
  0.05  0.0605  0.0052
  0.10  0.1211  0.0208
  0.30  0.3632  0.1886
  0.80  0.9685  1.3969
Thermal emission ratio M/E at R_c: 0.99885
Quadrupole/dipole absorption at R_c: 9.53e-06
Crossing shift with bound permittivity 10: -0.0054 %
Drude time (rough input): 1.0 fs; omega tau 0.1519
Drude threshold factor: formula 1.0115, Mie 1.0141
Fermi speed (rough input): 1.0e+06 m/s; mean free path 1.00 nm
Threshold with surface scattering: 26.15 nm
Threshold rise for 300 K heating at rough 1e-4 per K: 3.0 %
Threshold factor in host of permittivity 2: 1.4142 (Mie)
Centre distance d: 500 nm; k d 0.2534
c^2 B^2/E^2 near electric dipole source: 0.02227
Formal threshold factor for that source alone: 6.70
Mixed-channel share, two spheres at R_c: 0.02178
Multiple-scattering scale 4(R_c/d)^6: 6.53e-08
Finite-size parameter (R_c/d)^2: 0.00254
Copper-like rough inputs: 6e+07 S/m, free path 40 nm
Copper-like bulk-formula R_c: 0.420 nm
PASS
```
